# Negative 180-Degree Wall Energy in Polar Hafnia: Error or Metastability?

In a layer model with parameters in the rough regime of hafnia, a 180-degree domain wall has an energy of $-19.0$ mJ/m$^2$. Inserting walls lowers the energy of the polar crystal. Yet every small distortion of that crystal within the model raises its energy: the softest curvature is $+2280$ meV per cell, for a dimensionless polar amplitude. How can a crystal resist every small change and still gain energy by filling itself with walls?

**The belief and its appeal**

The belief is that a domain-wall energy must be positive, so that a negative computed value shows a faulty calculation. There is a sound argument behind it, under stated conditions. Let $u(x)$ be a polar amplitude with equivalent uniform states $u=\pm1$, and let the energy per area be

$$\int\left[\tfrac12 g\,(du/dx)^2+W(u)\right]dx,\qquad W(u)\ge W(\pm1)=0 .$$

If $g>0$, neither term can be negative, and a wall, which must pass from $-1$ to $+1$, costs energy. The argument uses two assumptions: variation in space is penalized, and no uniform amplitude has a lower energy than $u=\pm1$. A negative wall energy shows that at least one of them fails.

The definition of the wall energy contains neither assumption. Take a periodic supercell of $N$ layers with two equivalent walls of area $A$ each. The walls are parallel to the polarization and so carry no bound charge. With $e_P$ the relaxed energy of the single-domain polar crystal per layer,

$$\sigma=\lim_{N\to\infty}\frac{E_N-Ne_P}{2A}. \tag{1}$$

This is a difference between the energies of two arrangements. If $E_N<Ne_P$ for even one supercell, repeating that supercell fills space with a crystal of lower energy than the polar one. A correctly computed negative value therefore proves that the polar crystal is not the lowest state. It says nothing yet about whether the polar crystal is a local minimum.

**Where Pbca enters**

Let the domains be $m$ layers wide. The supercell has $2m$ layers and two walls, so its energy is $2me_P+2A\sigma_m$, where $\sigma_m$ is the wall energy at that spacing. Dividing by $2m$ gives the energy per layer,

$$e_m-e_P=\frac{A\sigma_m}{m}. \tag{2}$$

At $m=1$ the polarization alternates from layer to layer. The energy of the densest wall array is thus the energy difference between an antipolar and a polar crystal.

In hafnia one layer is one Pca2$_1$ cell, with four formula units. The antipolar Pbca structure has a doubled cell, in which neighbouring polar cells have opposite polarization. Hafnia has several types of 180-degree wall, which differ in how the oxygen pattern is matched across them. The link to Pbca holds for the type whose repetition at every cell builds Pbca; another type leads to another antipolar structure.

**A model that can be solved**

Give layer $i$ an amplitude $u_i$ and take, per cell of wall area,

$$E=\sum_i\left[W(u_i)+J\,u_iu_{i+1}\right],\qquad W(u)=D(u^2-1)^2,\quad J>0 . \tag{3}$$

The lattice is clamped and the temperature is zero. The coupling can be rewritten as

$$J u_iu_{i+1}=\tfrac J2\left(u_i^2+u_{i+1}^2\right)-\tfrac J2\,(u_{i+1}-u_i)^2 .$$

The last term is a gradient energy with a negative coefficient. This is where the positivity argument fails: variation from layer to layer is rewarded, and the finite layer thickness limits how rapid the variation can be.

Suppose that all layers have the same $u^2$ and that the couplings add up to $\kappa u^2$ per layer. The energy per layer is $D(u^2-1)^2+\kappa u^2$. Setting its derivative with respect to $u^2$ to zero gives $2D(u^2-1)+\kappa=0$, hence

$$u^2=1-\frac{\kappa}{2D},\qquad e=\frac{\kappa^2}{4D}+\kappa-\frac{\kappa^2}{2D}=\kappa-\frac{\kappa^2}{4D}. \tag{4}$$

The polar state has $\kappa=J$ and the antipolar state has $\kappa=-J$. The quadratic terms are equal and cancel in the difference:

$$e_A-e_P=-2J . \tag{5}$$

No other arrangement of this chain lies below the antipolar one. Since $(u_i+u_{i+1})^2\ge0$, we have $u_iu_{i+1}\ge-(u_i^2+u_{i+1}^2)/2$. Summed over a ring, this gives $E\ge\sum_i[W(u_i)-Ju_i^2]$, and each term is at least $-J-J^2/(4D)=e_A$.

The example uses $D=300$ meV and $J=15$ meV per cell. Then $e_P=15-225/1200=14.81$ meV and $e_A=-15-225/1200=-15.19$ meV. The antipolar crystal is lower by 30 meV per cell, or 7.5 meV per formula unit.

**The energy of one wall**

Start from the polar state and reverse all layers on one side of a plane. One bond changes from $+Ju_p^2$ to $-Ju_p^2$. With $u_p^2=1-J/(2D)$, the change is

$$-2Ju_p^2=-2J+\frac{J^2}{D}.$$

The two layers next to the plane then relax. In the polar crystal, equilibrium required $W'(u_p)+2Ju_p=0$. Beside the wall, the two neighbours of a layer have opposite signs and their forces cancel, which leaves the gradient $W'(u_p)=-2Ju_p$. To leading order its magnitude is $2J$ and the stiffness is $W''(1)=8D$. A gradient $G$ acting against a stiffness $h$ releases $G^2/(2h)$, here $4J^2/(16D)=J^2/(4D)$ per layer. Two layers release $J^2/(2D)$, so

$$A\sigma=-2J+\frac{J^2}{2D}+O\!\left(\frac{J^3}{D^2}\right). \tag{6}$$

This gives $-30+0.375=-29.625$ meV per cell. Numerical relaxation of the chain gives $-29.627$ meV, unchanged at the printed digits from domains 4 layers wide to 16. Divided by the cell area of 0.25 nm$^2$, this is the $-19.0$ mJ/m$^2$ of the opening.

At $m=1$ the value is $-30.000$ meV, as (5) requires. The 0.37 meV by which it lies below the isolated wall is a weak attraction between adjacent walls. At $m=2$ each layer has one like and one unlike neighbour, so $\kappa=0$, $u^2=1$ and $e=0$. Equation (2) then gives $A\sigma_2=-2e_P=-29.625$ meV, in agreement with the relaxed value.

**Why the polar crystal survives small distortions**

The second derivative of $W$ is $4D(3u^2-1)$. At $u_p^2=1-J/(2D)$ it equals $8D-6J$. A small modulation $\delta u_i\propto\cos(ki)$ couples each layer to two neighbours, which adds $2J\cos k$:

$$h(k)=8D-6J+2J\cos k\ \ge\ 8(D-J). \tag{7}$$

The minimum is at $k=\pi$, the alternating pattern that leads towards the antipolar state. For $0<J<D$ the polar crystal is a local minimum although its wall energy is negative. Here $8\times(300-15)=2280$ meV. At $J=D$ the curvature vanishes, and beyond that point the polar state is unstable. The sign of the wall energy and the sign of the curvature answer different questions.

To reach the antipolar state, alternate layers must cross their double wells. Let such a layer have amplitude $v$ while its neighbours stay near 1. The energy of the pair is approximately $D-2Dv^2+2Jv$ for small $v$. Its maximum, at $v=J/(2D)$, is $D+J^2/(2D)$. Subtracting the polar energy of the pair, $2e_P=2J-J^2/(2D)$, leaves

$$\Delta E_{\rm coh}\simeq D-2J+\frac{J^2}{D}=270.75\ \text{meV per reversed cell},$$

which agrees with the numerical maximum to the printed digits. If a whole layer reverses together, this cost is multiplied by the number of cells in the layer. A small reversed patch is a cheaper start.

**The cost of a patch**

Couple neighbouring cells within one layer by $\frac12K(u_a-u_b)^2$, with $K>0$, and hold the two adjacent layers polar. They exert a linear energy $bu$ on each cell, with $b=2Ju_p$. Near $u=\pm1$ the relaxed energies are $\pm b-b^2/(16D)$ to second order, so reversing a cell inside a large patch changes the energy by

$$\Delta\simeq-2b=-4Ju_p=-59.2\ \text{meV}.$$

Each unlike pair at the patch edge costs $\frac12K\,2^2=2K$ before relaxation. With $\lambda$ the relaxed cost per cell edge, a square of $n\times n$ cells has the energy

$$E(n)=4n\lambda+n^2\Delta+c . \tag{8}$$

The constant $c$ comes from the corners. A corner cell feels two unlike neighbours, so its force is doubled and its relaxation energy is about four times that of an edge cell, where two separate edges would account for only twice.

For $K=100$ meV, relaxation gives $\lambda=183.9$ meV and $c=-63.9$ meV. The highest square has a side of six cells:

$$24(183.9)-36(59.24)-63.9\simeq2217\ \text{meV}=2.2\ \text{eV},$$

or 86 $k_BT$ at 300 K. For $K=50$ meV the highest square has a side of three cells and costs 0.60 eV, or 23 $k_BT$. These are energies of relaxed squares. Starting a new row on the highest square costs extra, and so do the saddles crossed while single cells reverse, so the full barrier is higher. Halving the in-plane coupling cuts the energy of the highest square by a factor of nearly four. The factor for the full barrier need not be the same: for $K=50$ meV, growth cell by cell and row by row reaches about 0.9 eV instead of 0.60 eV. A negative wall energy does not tell how long the polar state lasts. That depends strongly on a coupling which does not enter $\sigma$ at all. The model also omits the bound charge on patch edges normal to the polarization, which would raise their cost.

**What the sign does not settle**

Add a second-neighbour coupling $J_2u_iu_{i+2}$ and rename the first one $J_1$. A wall separates one first-neighbour pair and two second-neighbour pairs, so to leading order

$$A\sigma\simeq-2J_1-4J_2 .$$

In the alternating state second neighbours are parallel. Then $\kappa=J_2-J_1$, against $J_1+J_2$ in the polar state, and (4) gives

$$e_A-e_P=-2J_1+\frac{(J_1+J_2)^2-(J_2-J_1)^2}{4D}=-2J_1+\frac{J_1J_2}{D}. \tag{9}$$

The two expressions weigh $J_2$ differently, so they can disagree.

Take $J_1=5$ and $J_2=10$ meV. The isolated wall has $-49.3$ meV, while simple alternation gains only 9.8 meV per cell. In the pattern $++--$ the first-neighbour terms cancel and all second neighbours are opposite, so $\kappa=-J_2$. Its gain is 24.9 meV, the largest among all sign patterns on a ring of eight layers. The negative wall energy is genuine, but the simplest antipolar order is not the lowest state.

Now take $J_1=10$ and $J_2=-8$ meV. The isolated wall costs $+11.85$ meV, yet the alternating state lies 20.3 meV below the polar one. Distant walls cost energy and adjacent walls attract strongly enough to reverse the sign. A positive wall energy is therefore no proof that the polar phase is lowest. To establish that Pbca is lower than Pca2$_1$, one must compute Pbca itself; a negative $\sigma$ is a reason to do so.

**When it is an error**

The suspicion behind the belief remains useful, because false negative values do occur. Suppose the bulk reference is too high by $\delta$ per layer. Replacing $e_P$ by $e_P+\delta$ in (1) gives

$$A\sigma_{\rm app}=A\sigma-\frac{N\delta}{2}. \tag{10}$$

The error grows with the supercell, whereas a true wall energy converges. As an example, set $J=-2$ meV in (3), so that parallel layers are favoured and the true wall energy is $+4.0$ meV per cell. Use as reference a polar crystal frozen at $u=0.97$ instead of a relaxed one. The apparent wall energy is $-0.7$ meV for 8 layers, $-5.3$ meV for 16 and $-14.7$ meV for 32.

The cure is to take the reference from the supercells themselves. Once the walls no longer interact, $E_N=Ne_P+2A\sigma$, so $(E_{32}-E_{16})/16=e_P$. With this slope as reference the result is $+4.0$ meV again.

In a first-principles calculation, different Brillouin-zone sampling of the bulk cell and the supercell can play the part of $\delta$. A drift can also mean that the domains have relaxed into another phase, so the final structure must be inspected. The slope method does not detect an error that is the same for every wall, such as one due to the approximate density functional. A negative value that is stable with size, cutoff and sampling, in domains that are still Pca2$_1$, should be taken as the result of the chosen level of theory.

**Fields and real capacitors**

A field $\mathcal E$ along the polarization favours the polar state. Let $p$ be the dipole of a cell at $u=1$. With 50 µC/cm$^2$ and a cell volume of 0.125 nm$^3$, $p=6.25\times10^{-29}$ C m. The polar state gains $p\mathcal Eu_p$, and the antipolar state has no linear gain. Neglecting the small difference in their induced polarization, the energies cross at

$$\mathcal E_\times\simeq\frac{2J}{pu_p}=0.78\ \text{MV/cm}.$$

This is an equality of energies, not a switching field. For an opposed layer to reverse uniformly, the field must overcome the steepest slope of its well and the pull of its neighbours. The slope $4Dv(v^2-1)$ is largest at $v=-1/\sqrt3$, where it equals $8D/(3\sqrt3)=462$ meV; the neighbours add about $2J=30$ meV. The full calculation, in which the field also enlarges the neighbours, gives 12.7 MV/cm. This is about three times a rough breakdown field of 4 MV/cm, so in this model reversal below breakdown has to begin locally. Even that is not enough at zero temperature: a cell at a step in a domain edge still needs about 6 MV/cm for $K=100$ meV, so thermal activation, or defects outside the model, must assist.

The parameters are round numbers and not a first-principles description of hafnia. The cell size is realistic, and 50 µC/cm$^2$ is typical of calculations for a single domain; remanent values of polycrystalline films are usually lower. The monoclinic phase, which is lower still in bulk hafnia, is outside the model, so "lowest" here refers to stackings of polar layers.

A real capacitor also screens the polarization imperfectly. Of the three corrections estimated here, this is the largest. Take a 10 nm film of thickness $t$ and permittivity $\epsilon_f=30$, in series with an interface layer of $t_i=0.5$ nm and $\epsilon_i=20$, with the electrodes shorted. Zero voltage requires $\mathcal E_ft+\mathcal E_it_i=0$, and continuity of the displacement requires $\epsilon_0\epsilon_f\mathcal E_f+P=\epsilon_0\epsilon_i\mathcal E_i$. Eliminating $\mathcal E_i$ gives

$$\mathcal E_f=-\frac{P}{\epsilon_0(\epsilon_f+\epsilon_it/t_i)}=-1.3\ \text{MV/cm}.$$

The stored energy is $\frac12P|\mathcal E_f|$ per volume, or 25 meV per cell. The alternating state has no net polarization and so no such field across the film; it keeps only stray fields close to the interface. Without these, and at fixed $u$, the gap widens from 30 to 55 meV. For stripes of width $w=0.5$ nm a continuum estimate of the stray energy is $4.2P^2w/[\pi^3\epsilon_0(\epsilon_f+\epsilon_i)]$ per area, or 3 meV per cell. Letting $u$ relax in the depolarizing field removes a further 0.6 meV, which leaves about 51 meV. This is an upper estimate. The same equations put $\mathcal E_i=-\mathcal E_ft/t_i=26$ MV/cm across the interface layer, far above the breakdown field, so in a real capacitor charge would leak in or be trapped there and reduce the shift. Two other effects are smaller. If the antipolar lattice differs by a strain of 0.5 %, then with a modulus of 200 GPa its relaxation gains a further 2 meV. At 300 K the thermal motion of the modelled coordinate shifts the balance by 1 meV towards the polar state; other vibrations are not included. For these parameters none of the three corrections reverses the sign of the gap, and without charge trapped at the interface the electrical boundary condition would matter nearly as much as the wall energy itself. The numerical output lists the values of the main calculation.

## Computed values

```
Input well height D = 300 meV, coupling J = 15 meV per cell
Input cell edge = 0.50 nm, P at u=1 = 50 uC/cm2
Polar amplitude = 0.9874, antipolar amplitude = 1.0124
Polar energy = 14.8125 meV, antipolar energy = -15.1875 meV per cell
Antipolar minus polar = -30.0000 meV per cell
Domain width 1 layers: wall energy = -30.00000 meV per cell
Domain width 2 layers: wall energy = -29.62500 meV per cell
Domain width 4 layers: wall energy = -29.62740 meV per cell
Domain width 8 layers: wall energy = -29.62740 meV per cell
Domain width 16 layers: wall energy = -29.62740 meV per cell
Wall energy shift, width 8 to 16 = 1.4e-14 meV
Second-order wall formula = -29.6250 meV per cell
Isolated wall energy = -18.99 mJ/m2
Softest polar curvature = 2280.0 meV (positive: local minimum)
Coherent reversal barrier = 270.75 meV per reversed cell
J1 = 15, J2 = 0 meV: isolated wall = -29.63 meV per cell
  +- order minus polar = -30.00 meV; lowest +-+-+-+- at -30.00 meV
J1 = 5, J2 = 10 meV: isolated wall = -49.29 meV per cell
  +- order minus polar = -9.83 meV; lowest ++--++-- at -24.90 meV
J1 = 10, J2 = -8 meV: isolated wall = 11.85 meV per cell
  +- order minus polar = -20.27 meV; lowest +-+-+-+- at -20.27 meV
False-negative test: J = -2 meV, frozen reference u = 0.97
  true wall energy = 4.007 meV per cell
  8 layers, bad reference: apparent wall energy = -0.671 meV
  16 layers, bad reference: apparent wall energy = -5.348 meV
  32 layers, bad reference: apparent wall energy = -14.703 meV
  two-size slope reference: wall energy = 4.007 meV
In-plane coupling K = 50 meV: edge = 95.9 meV per cell edge
  area term = -59.24 meV per cell, corner constant = -16.0 meV
  highest square patch: side 3 cells, 0.601 eV = 23 kT
In-plane coupling K = 100 meV: edge = 183.9 meV per cell edge
  area term = -59.24 meV per cell, corner constant = -63.9 meV
  highest square patch: side 6 cells, 2.217 eV = 86 kT
Polar-antipolar crossing field = 0.779 MV/cm
Reversal field without nucleation = 12.74 MV/cm
Rough breakdown field (input) = 4 MV/cm
Film 10 nm, permittivity 30; interface 0.5 nm, 20
Depolarizing field = 1.30 MV/cm, energy = 25.0 meV per cell
Strain 0.5 %, modulus 200 GPa: 1.95 meV per cell
Temperature = 300 K, kT = 25.85 meV
Thermal shift of antipolar minus polar = +0.97 meV per cell
```
